# Streamer Inception at a Coaxial Wire: Bisection and Exponent Sensitivity: verification in Python

```python
# Streamer inception at a wire in a coaxial cylinder filled with air.
# Result under test: the inception voltage V(K) solves
#     integral from a to r_end of net(E(r)) dr = K,  E(r) = V/(r ln(b/a)),
# where r_end is the radius at which net(E) = 0, or b if that is smaller, and
#     d ln V / dK = 1 / (K + a net(E(a)) - r_end net(E(r_end))).
# a, b: wire and cylinder radius (cm); V: voltage (V); E: field (V/cm);
# net: ionization minus attachment coefficient (1/cm); K: streamer exponent;
# p: pressure (Torr), referred to 293 K.
import numpy as np
from scipy.constants import e, epsilon_0, pi
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize_scalar
from scipy.special import erf

PRESSURE, TEMPERATURE = 760.0, 293.0
A_ION, B_ION, H_ATT = 7.0, 230.0, 0.008   # rough round values for dry air
WIRE, CYLINDER = 0.1, 5.0


def make_air(p=PRESSURE, A=A_ION, B=B_ION, h=H_ATT):
    return lambda E: p * (A * np.exp(-B * p / E) - h)


def critical_field(net):
    low, high = 5e3, 5e5
    assert net(low) < 0 < net(high)
    for _ in range(70):
        mid = 0.5 * (low + high)
        if net(mid) < 0:
            low = mid
        else:
            high = mid
    return 0.5 * (low + high)


RULES = {n: np.polynomial.legendre.leggauss(n) for n in (4, 8, 16, 64)}


def exponent(V, a, b, net, Ec, nodes=64):
    C = V / np.log(b / a)
    r_end = min(C / Ec, b)
    x, w = RULES[nodes]
    r = a + 0.5 * (r_end - a) * (x + 1)
    return 0.5 * (r_end - a) * np.dot(w, net(C / r))


def inception(K, a, b, net, tol=1e-13, trace=None):
    Ec = critical_field(net)
    low = Ec * a * np.log(b / a)
    high = 2 * low
    while exponent(high, a, b, net, Ec) < K:
        high *= 2
    if trace is not None:
        trace.append((low, high))
    while high - low > tol * high:
        mid = 0.5 * (low + high)
        value = exponent(mid, a, b, net, Ec)
        if trace is not None:
            trace.append((mid, value))
        if value < K:
            low = mid
        else:
            high = mid
    return 0.5 * (low + high)


air = make_air()
Ec = critical_field(air)
log_ratio = np.log(CYLINDER / WIRE)

# Critical field against its closed form
assert abs(Ec / (B_ION * PRESSURE / np.log(A_ION / H_ATT)) - 1) < 1e-12


def closed_exponent(V, a, b):
    Es = V / (a * np.log(b / a))
    return a * Es * (A_ION / B_ION * (np.exp(-B_ION * PRESSURE / Es)
                     - H_ATT / A_ION) - H_ATT * PRESSURE * (1 / Ec - 1 / Es))


# Bisection with quadrature against another root finder with the closed form
trace = []
V10 = inception(10, WIRE, CYLINDER, air, tol=1e-6, trace=trace)
halvings = len(trace) - 1
V10 = inception(10, WIRE, CYLINDER, air)
V18 = inception(18, WIRE, CYLINDER, air)
for K, V in ((10, V10), (18, V18)):
    root = brentq(lambda v: closed_exponent(v, WIRE, CYLINDER) - K,
                  0.5 * V, 2 * V, xtol=1e-8)
    assert abs(V / root - 1) < 1e-10

# Electron number from the growth equation, for three birth radii
C10 = V10 / log_ratio
r0_10, r0_18 = C10 / Ec, V18 / log_ratio / Ec
assert r0_18 < CYLINDER


def electrons_at_wire(birth):
    sol = solve_ivp(lambda r, n: -air(C10 / r) * n, (birth, WIRE), [1.0],
                    rtol=1e-10, atol=1e-12)
    assert sol.success
    return sol.y[0, -1]


n_zero = electrons_at_wire(r0_10)
n_inside, n_outside = [electrons_at_wire(f * r0_10) for f in (0.8, 1.2)]
assert abs(np.log(n_zero) - 10) < 1e-6
assert n_inside < n_zero and n_outside < n_zero
to_cylinder = 10 + quad(lambda r: air(C10 / r), r0_10, CYLINDER)[0]


# Sensitivity by finite differences of the bisected voltage
def slope_fd(K, a, b, net, step=0.02):
    up, down = [inception(K + s, a, b, net) for s in (step, -step)]
    return np.log(up / down) / (2 * step)


def slope_formula(K, a, b, net):
    C = inception(K, a, b, net) / np.log(b / a)
    r_end = min(C / critical_field(net), b)
    return 1 / (K + a * net(C / a) - r_end * net(C / r_end))


k_quad, Ec_quad = 1e-7, 25e3
quadratic = lambda E: k_quad * (E**2 - Ec_quad**2)
narrow = (1.0, 1.1)
V_narrow = inception(10, *narrow, air)
assert V_narrow / np.log(narrow[1] / narrow[0]) / Ec > narrow[1]
for K, a, b, net in ((10, WIRE, CYLINDER, air), (18, WIRE, CYLINDER, air),
                     (10, *narrow, air), (10, WIRE, CYLINDER, quadratic)):
    assert abs(slope_fd(K, a, b, net) / slope_formula(K, a, b, net) - 1) < 1e-5

# Whole algorithm against the analytic wire field of the quadratic law
for a in (0.01, 0.1, 1.0):
    Es = inception(10, a, CYLINDER, quadratic) / (a * np.log(CYLINDER / a))
    assert abs(Es / (Ec_quad + np.sqrt(10 / (k_quad * a))) - 1) < 1e-10

# Finite ratio by integrating the sensitivity from K = 10 to K = 18
flow = solve_ivp(lambda K, y: 1 / (K + WIRE * air(np.exp(y)
                 / (WIRE * log_ratio))), (10, 18), [np.log(V10)],
                 rtol=1e-10, atol=1e-12)
ratio = V18 / V10
assert abs(np.exp(flow.y[0, -1]) / V18 - 1) < 1e-7
midpoint_ratio = np.exp(8 * slope_formula(14, WIRE, CYLINDER, air))

# The ratio does not depend on the cylinder radius; similarity in p and length
wide = [inception(K, WIRE, 20.0, air) for K in (10, 18)]
assert abs(wide[1] / wide[0] / ratio - 1) < 1e-10
scaled = inception(10, 2 * WIRE, 2 * CYLINDER, make_air(p=PRESSURE / 2))
assert abs(scaled / V10 - 1) < 1e-10

# Space charge of the avalanche head: Gaussian cloud exp(-r^2/R^2)
enclosed = lambda x: erf(x) - 2 * x * np.exp(-x * x) / np.sqrt(pi)
direct = quad(lambda x: 4 * x * x * np.exp(-x * x) / np.sqrt(pi), 0, 1.3)[0]
assert abs(direct - enclosed(1.3)) < 1e-10
peak = -minimize_scalar(lambda x: -enclosed(x) / x**2, bounds=(0.3, 3),
                        method="bounded").fun
coulomb = e / (4 * pi * epsilon_0) * 100     # V cm


def head(K, char_energy):
    C = inception(K, WIRE, CYLINDER, air, tol=1e-11) / log_ratio
    R2 = 4 * char_energy * ((C / Ec)**2 - WIRE**2) / (2 * C)
    return np.sqrt(R2), peak * coulomb * np.exp(K) / R2, C / WIRE


transit = quad(lambda r: r / C10, WIRE, r0_10)[0]
assert abs(head(10, 2.0)[0]**2 / (8 * transit) - 1) < 1e-8


def equal_field_exponent(char_energy):
    def mismatch(K):
        _, own, applied = head(K, char_energy)
        return np.log(own / applied)
    return brentq(mismatch, 10, 25, xtol=1e-8)


print(f"pressure {PRESSURE:.0f} Torr, temperature {TEMPERATURE:.0f} K")
print(f"A {A_ION} /(cm Torr), B {B_ION} V/(cm Torr), h {H_ATT} /(cm Torr)")
print(f"wire radius {10*WIRE:.1f} mm, cylinder radius {10*CYLINDER:.0f} mm")
print(f"critical field {Ec/1e3:.3f} kV/cm")
print(f"first bracket {trace[0][0]/1e3:.3f} to {trace[0][1]/1e3:.3f} kV")
for V, value in trace[1:6]:
    print(f"  trial {V/1e3:.3f} kV: exponent {value:.3f}")
print(f"halvings to relative width 1e-6: {halvings}")
for n in (4, 8, 16):
    err = (exponent(V10, WIRE, CYLINDER, air, Ec, n)
           - closed_exponent(V10, WIRE, CYLINDER))
    print(f"  quadrature error, {n} nodes: {err:.1e}")
for K, V, r0 in ((10, V10, r0_10), (18, V18, r0_18)):
    Es = V / (WIRE * log_ratio)
    print(f"K={K}: V {V/1e3:.3f} kV, wire field {Es/1e3:.2f} kV/cm")
    print(f"  zero radius {10*r0:.3f} mm, net coeff. at wire {air(Es):.1f} /cm")
    print(f"  a*net {WIRE*air(Es):.2f}, dlnV/dK "
          f"{100*slope_formula(K, WIRE, CYLINDER, air):.3f} %")
print(f"V18-V10 {(V18-V10)/1e3:.3f} kV, V18/V10 {ratio:.4f}")
print(f"midpoint estimate of V18/V10 {midpoint_ratio:.4f}")
print(f"electrons at wire, K=10, born at zero radius: {n_zero:.0f}")
print(f"  born at 0.8 and 1.2 of it: {n_inside:.0f}, {n_outside:.0f}")
print(f"integral wrongly taken to cylinder at V10: {to_cylinder:.2f}")
print(f"narrow gap 10 to 11 mm, K=10: {V_narrow/1e3:.3f} kV, dlnV/dK "
      f"{100*slope_formula(10, *narrow, air):.3f} %")

print("wire radius mm | V10 kV | V18 kV | E10, E18 kV/cm | V18/V10")
ratios = []
for a in (0.01, 0.1, 1.0):
    v1, v2 = [inception(K, a, CYLINDER, air) for K in (10, 18)]
    g = a * np.log(CYLINDER / a) * 1e3
    ratios.append(v2 / v1)
    print(f"  {10*a:.1f} | {v1/1e3:.3f} | {v2/1e3:.3f} | "
          f"{v1/g:.2f}, {v2/g:.2f} | {v2/v1:.4f}")
assert ratios[0] > ratios[1] > ratios[2]

print("changed input: shift of V10, new V18/V10")
for label, changed in (("A +20 %", make_air(A=1.2 * A_ION)),
                       ("B +5 %", make_air(B=1.05 * B_ION)),
                       ("h +50 %", make_air(h=1.5 * H_ATT)),
                       ("T 313 K", make_air(p=PRESSURE * TEMPERATURE / 313))):
    v1, v2 = [inception(K, WIRE, CYLINDER, changed) for K in (10, 18)]
    print(f"  {label}: {100*(v1/V10-1):+.2f} %, {v2/v1:.4f}")
length = 1 / air(C10 / WIRE)
print(f"ionization length at wire, K=10: {1e4*length:.1f} um, "
      f"{100*length/WIRE:.1f} % of radius")
for K in (10, 18):
    R, own, applied = head(K, 2.0)
    print(f"K={K}: head radius {1e4*R:.1f} um, own field {own/1e3:.3g} kV/cm,"
          f" own/wire {own/applied:.2g}")
for energy in (1.0, 2.0, 4.0):
    print(f"own field = wire field at K {equal_field_exponent(energy):.2f} "
          f"(D/mu {energy:.0f} V)")
K_equal = equal_field_exponent(2.0)
print(f"voltage at that K for 2 V: "
      f"{inception(K_equal, WIRE, CYLINDER, air)/1e3:.3f} kV")
print("OK")
```

Output:

```
pressure 760 Torr, temperature 293 K
A 7.0 /(cm Torr), B 230.0 V/(cm Torr), h 0.008 /(cm Torr)
wire radius 1.0 mm, cylinder radius 50 mm
critical field 25.804 kV/cm
first bracket 10.094 to 40.378 kV
  trial 25.236 kV: exponent 11.931
  trial 17.665 kV: exponent 2.251
  trial 21.451 kV: exponent 6.011
  trial 23.343 kV: exponent 8.698
  trial 24.290 kV: exponent 10.246
halvings to relative width 1e-6: 21
  quadrature error, 4 nodes: -2.2e-04
  quadrature error, 8 nodes: -3.6e-13
  quadrature error, 16 nodes: -5.3e-15
K=10: V 24.145 kV, wire field 61.72 kV/cm
  zero radius 2.392 mm, net coeff. at wire 307.2 /cm
  a*net 30.72, dlnV/dK 2.456 %
K=18: V 28.169 kV, wire field 72.01 kV/cm
  zero radius 2.790 mm, net coeff. at wire 463.4 /cm
  a*net 46.34, dlnV/dK 1.554 %
V18-V10 4.024 kV, V18/V10 1.1667
midpoint estimate of V18/V10 1.1632
electrons at wire, K=10, born at zero radius: 22026
  born at 0.8 and 1.2 of it: 15889, 19311
integral wrongly taken to cylinder at V10: -18.73
narrow gap 10 to 11 mm, K=10: 4.462 kV, dlnV/dK 2.411 %
wire radius mm | V10 kV | V18 kV | E10, E18 kV/cm | V18/V10
  0.1 | 8.072 | 10.535 | 129.88, 169.52 | 1.3052
  1.0 | 24.145 | 28.169 | 61.72, 72.01 | 1.1667
  10.0 | 63.770 | 69.930 | 39.62, 43.45 | 1.0966
changed input: shift of V10, new V18/V10
  A +20 %: -4.66 %, 1.1604
  B +5 %: +5.00 %, 1.1667
  h +50 %: +0.99 %, 1.1646
  T 313 K: -4.85 %, 1.1693
ionization length at wire, K=10: 32.6 um, 3.3 % of radius
K=10: head radius 55.3 um, own field 0.0444 kV/cm, own/wire 0.00072
K=18: head radius 61.4 um, own field 107 kV/cm, own/wire 1.5
own field = wire field at K 16.87 (D/mu 1 V)
own field = wire field at K 17.59 (D/mu 2 V)
own field = wire field at K 18.30 (D/mu 4 V)
voltage at that K for 2 V: 27.986 kV
OK
```
